# Spin and pseudospin symmetry of the Dirac equation in central fields, part 1

(Sections cited here and not found follow in the second part.)

For a Dirac particle in a scalar field $S$ and a vector field $V$ the ordinary spin is not conserved, because it does not commute with the kinetic term $\boldsymbol\alpha\cdot\mathbf p$, whatever the fields. In central fields rotational invariance protects the $2j+1$ substates of each level and relates no level to another. Nothing in this ties $2s_{1/2}$ to $1d_{3/2}$, which differ in $l$, in $j$ and in the number of radial nodes. Yet in a Woods–Saxon field with $S=-V$ both lie at $E=-0.33067694\,M$, and with $S=V$ the levels $1p_{3/2}$ and $1p_{1/2}$ both lie at $0.94319180\,M$. Without a symmetry these would be accidents, with no rule for which levels pair and no measure of what splits them.

**Conventions and result.** Units are $\hbar=c=1$. In the Dirac representation $\boldsymbol\alpha$ has $\boldsymbol\sigma$ in its off-diagonal blocks and $\beta=\mathrm{diag}(1,-1)$, so with $\Sigma=V+S$ and $\Delta=V-S$,

$$H=\boldsymbol\alpha\cdot\mathbf p+\beta(M+S)+V=\begin{pmatrix}M+\Sigma&\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-M+\Delta\end{pmatrix}.$$

The potentials are real, static and local. Constant $\Delta$ gives a spin SU(2), constant $\Sigma$ a pseudospin SU(2). The constant shifts $E+M$ or $E-M$; it is zero for $S=\pm V$ and is set to zero below unless stated. In central fields the levels pair as $\kappa\leftrightarrow-\kappa-1$ (spin) or $\kappa\leftrightarrow1-\kappa$ (pseudospin).

## First derivation: the radial equations

Let $\mathbf s=\boldsymbol\sigma/2$, $\mathbf j=\mathbf l+\mathbf s$ and $K=-(\boldsymbol\sigma\cdot\mathbf l+1)$. From $\boldsymbol\sigma\cdot\mathbf l=\mathbf j^2-\mathbf l^2-\tfrac34$, the eigenvalue of $K$ on a spinor harmonic $\Omega_{\kappa m}$ is $\kappa=-l-1$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. In both cases $|\kappa|=j+\tfrac12$ and $l(l+1)=\kappa(\kappa+1)$. The operator $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf j$, is odd under parity and squares to one, so it maps $\Omega_{\kappa m}$ to $\Omega_{-\kappa m}$ up to a phase, fixed by $\sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa m}$. The rule $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot\mathbf a\times\mathbf b$ gives $\boldsymbol\sigma\cdot\mathbf p=\sigma_r(\sigma_r\boldsymbol\sigma\cdot\mathbf p)=\sigma_r(-i\partial_r+i\boldsymbol\sigma\cdot\mathbf l/r)$, and therefore

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{G}{r}\Omega_\kappa=-i\sigma_r\Big[\frac{G'}{r}-\frac{G}{r^2}+\frac{(\kappa+1)G}{r^2}\Big]\Omega_\kappa=\frac ir\Big(G'+\frac{\kappa G}{r}\Big)\Omega_{-\kappa}.$$

With $\kappa\to-\kappa$ and $G\to iF$ this gives $\boldsymbol\sigma\cdot\mathbf p\,(iF/r)\Omega_{-\kappa}=-(F'-\kappa F/r)\Omega_\kappa/r$. For $\psi=(G\Omega_\kappa,\,iF\Omega_{-\kappa})/r$, normalized by $\int(G^2+F^2)dr=1$, the lower and upper rows of $H\psi=E\psi$ become

$$G'+\frac\kappa rG=AF,\qquad F'-\frac\kappa rF=-BG,\tag{1}$$

with $A=E+M-\Delta$ and $B=E-M-\Sigma$.

To eliminate $F$, apply $\partial_r-\kappa/r$ to $F=(G'+\kappa G/r)/A$. The product of the operators is $(\partial_r-\kappa/r)(\partial_r+\kappa/r)G=G''-\kappa G/r^2-\kappa^2G/r^2$, the first-derivative terms cancelling, and the derivative of $1/A$ is $-A'/A^2=\Delta'/A^2$. Setting the result equal to $-BG$ and multiplying by $A$ gives the first line below. For the second, apply $\partial_r+\kappa/r$ to $G=-(F'-\kappa F/r)/B$, use $B'=-\Sigma'$, set the result equal to $AF$ and multiply by $-B$:

$$G''-\frac{\kappa(\kappa+1)}{r^2}G+\frac{\Delta'}{A}\Big(G'+\frac\kappa rG\Big)+ABG=0,\tag{2}$$

$$F''-\frac{\kappa(\kappa-1)}{r^2}F+\frac{\Sigma'}{B}\Big(F'-\frac\kappa rF\Big)+ABF=0.\tag{3}$$

If $\Delta'=0$, equation (2) contains $\kappa$ through $\kappa(\kappa+1)=l(l+1)$ alone. The values $\kappa=-l-1$ and $\kappa=l$ then give the same equation, and a bound solution $G$ yields through $F=(G'+\kappa G/r)/(E+M)$ a solution of (1) for either $\kappa$ at the same $E\neq-M$. These are the spin doublets $(n\,l_{l+1/2},\,n\,l_{l-1/2})$. For $l=0$ the partner would be $\kappa=0$, which does not exist, so $s_{1/2}$ stands alone.

If $\Sigma'=0$, equation (3) contains $\kappa$ through $\kappa(\kappa-1)=\tilde l(\tilde l+1)$ alone, where $\tilde l$ is the orbital momentum of $\Omega_{-\kappa}$. The two roots are $\kappa=-\tilde l$, with $l=\tilde l-1$, $j=\tilde l-\tfrac12$, and $\kappa=\tilde l+1$, with $l=\tilde l+1$, $j=\tilde l+\tfrac12$. The partners share $F$, and $G=(F'-\kappa F/r)/(M-E)$ for $E\ne M$. For $\tilde l=0$ the state $p_{1/2}$ ($\kappa=1$) stands alone.

**Equal norms.** With $\Sigma=0$, the same $F$, $\kappa_a=-\tilde l$ and $\kappa_b=\tilde l+1$, factor the difference of squares:

$$(M-E)^2(G_a^2-G_b^2)=\Big(F'+\frac{\tilde lF}{r}\Big)^2-\Big(F'-\frac{(\tilde l+1)F}{r}\Big)^2$$
$$=\frac{(2\tilde l+1)F}{r}\Big(2F'-\frac Fr\Big)=(2\tilde l+1)\Big(\frac{F^2}{r}\Big)'.\tag{4}$$

Since $F^2/r$ vanishes at both ends, $\int G_a^2=\int G_b^2$, and the normalized partners have the same $F$ up to sign. With $\Delta=0$ the same algebra gives $(E+M)^2(F^2_{-l-1}-F^2_{l})=-(2l+1)(G^2/r)'$.

**Where the pseudospin levels lie.** For $\Sigma=0$, multiply (3) by $F$ and integrate by parts:

$$\int\Big[F'^2+\frac{\tilde l(\tilde l+1)}{r^2}F^2\Big]dr=(M-E)\int(\Delta-E-M)F^2dr .$$

The left side is positive. Let $\Delta\to0$ at infinity and consider the levels in the gap, $|E|<M$. (A $\Delta$ that oscillates and falls only as $1/r$ can also hold normalizable states at $E>M$; they are left out here.) Then $M-E>0$, so $\Delta>E+M$ somewhere, that is $E<-M+\max\Delta$. The exact doublets in the gap are states pushed up from the negative continuum, and for $\max\Delta<2M$ none of them lies within $2M-\max\Delta$ of $+M$. The substitution $G\leftrightarrow F$, $\kappa\to-\kappa$, $E\to-E$, $V\to-V$ explains this. It sends $\Sigma\to-\Delta$ and $\Delta\to-\Sigma$, hence $A\to-B$ and $B\to-A$, and so exchanges the two equations (1). This is charge conjugation: pseudospin symmetry of the particle is spin symmetry of the antiparticle in the same fields.

**Radial labels.** Let $n=n_G+1$, where $n_G$ and $n_F$ count interior nodes. Assume potentials finite at the origin and one turning point $r_t$, with $AB>0$ inside, $AB<0$ outside and one of $A$, $B$ of fixed sign. Three facts fix the count.

First, (1) gives $(GF)'=AF^2-BG^2$, the $\kappa$ terms cancelling. Outside $r_t$, $A$ and $-B$ have the same sign, so $GF$ is monotonic and tends to zero. It has no zero for $r\ge r_t$, and its sign is opposite to that of $A$ outside.

Second, with $G=\rho\sin\theta$, $F=\rho\cos\theta$,
$$\theta'=\frac{G'F-F'G}{\rho^2}=A\cos^2\theta+B\sin^2\theta-\frac\kappa r\sin2\theta .$$
At a node of $G$, $\theta'=A$; at a node of $F$, $\theta'=B$. Inside $r_t$ these have one sign, so $\theta$ crosses the multiples of $\pi/2$ in one direction, the nodes of $G$ and $F$ alternate, and $GF$ changes sign at each.

Third, near the origin, for $\kappa<0$ the regular solution has $G\simeq r^{|\kappa|}$, and $(r^{|\kappa|}F)'=-Br^{2|\kappa|}$ gives $F/G\simeq-Br/(2|\kappa|+1)$, so $\theta$ starts just past $\pi/2$ in the direction of rotation and the first node belongs to $G$. For $\kappa>0$, $F\simeq r^\kappa$ and $G/F\simeq Ar/(2\kappa+1)$, so $\theta$ starts just past zero and the first node belongs to $F$.

For $\Sigma=0$ and $|E|<M$, with $\Delta$ falling monotonically, $B<0$ throughout while $A<0$ inside and $A>0$ outside, so $GF<0$ at $r_t$. For $\kappa<0$, $GF$ starts positive, the number of nodes is odd, and $n_G=n_F+1$. For $\kappa>0$ it starts negative, the number is even, and $n_G=n_F$. A confining $\Delta$ with $E>M$ reverses every sign and gives the same count. Partners share $F$, so their $n_G$ differ by one:

- $\tilde l=1$: $(n\,s_{1/2},\,(n-1)\,d_{3/2})$, $\kappa=-1,2$
- $\tilde l=2$: $(n\,p_{3/2},\,(n-1)\,f_{5/2})$, $\kappa=-2,3$
- $\tilde l=3$: $(n\,d_{5/2},\,(n-1)\,g_{7/2})$, $\kappa=-3,4$

with $n\ge2$. The states $1s_{1/2},1p_{3/2},\dots$ would need $n_F=-1$ and are absent in this limit.

For valence states, bound just below $+M$ by an attractive $\Sigma$, $A>0$ throughout while $B>0$ inside and $B<0$ outside, and again $GF<0$ at $r_t$. Now $GF$ starts negative for $\kappa<0$, giving $n_F=n_G$, and positive for $\kappa>0$, giving $n_F=n_G+1$. The symmetry is broken here, but matching states of equal $\tilde l$ and equal $n_F$ reproduces the list. The $\kappa<0$ states with $n_F=0$ now exist and have no partner, because $n_F\ge1$ for $\kappa>0$. The lowest pair has $n_F=1$, against $n_F=0$ in the exact limit, so equal labels do not denote the same states in the two regimes.

## Second derivation: Ginocchio's generators

No central field is assumed at first. Take $\Delta=0$. The lower row gives $\psi_l=\boldsymbol\sigma\cdot\mathbf p\,\psi_u/(E+M)$, and with $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$ the upper row becomes $p^2\psi_u+(E+M)\Sigma\psi_u=(E^2-M^2)\psi_u$. No spin matrix appears, so $s_i\psi_u$ is a solution at the same $E$. Its lower component is
$$\frac{\boldsymbol\sigma\cdot\mathbf p\,s_i\psi_u}{E+M}=(\boldsymbol\sigma\cdot\mathbf p)\,s_i\,(\boldsymbol\sigma\cdot\mathbf p)^{-1}\psi_l=Us_iU\psi_l,\qquad U=\frac{\boldsymbol\sigma\cdot\mathbf p}{|\mathbf p|},$$
because $|\mathbf p|$ commutes with $s_i$ and cancels. $U$ is Hermitian and $U^2=1$; it is undefined at $\mathbf p=0$, a single point that does not affect square-integrable states. For $\Sigma=0$ the roles are exchanged, $p^2\psi_l+(E-M)\Delta\psi_l=(E^2-M^2)\psi_l$. The candidates are

$$S_i=\begin{pmatrix}s_i&0\\0&Us_iU\end{pmatrix},\qquad\tilde S_i=\begin{pmatrix}Us_iU&0\\0&s_i\end{pmatrix}.$$

**Algebra.** Define $T=\mathrm{diag}(1,U)$ and $\tilde T=\mathrm{diag}(U,1)$, both unitary and their own inverses. Then $S_i=Ts_iT$ and $\tilde S_i=\tilde Ts_i\tilde T$, with $s_i$ acting alike on both blocks. Conjugation preserves products, so $[S_i,S_j]=i\epsilon_{ijk}S_k$ and $\mathbf S^2=\tfrac34$, and likewise for $\tilde S_i$.

**Conservation.** Since $(\boldsymbol\sigma\cdot\mathbf p)U=U\boldsymbol\sigma\cdot\mathbf p=|\mathbf p|$,

$$THT=\begin{pmatrix}M+\Sigma&|\mathbf p|\\|\mathbf p|&-M+U\Delta U\end{pmatrix},$$
$$\tilde TH\tilde T=\begin{pmatrix}M+U\Sigma U&|\mathbf p|\\|\mathbf p|&-M+\Delta\end{pmatrix}.$$

All spin dependence sits in the one conjugated potential. Commuting with $s_i$ and transforming back with $U[U\Delta U,s_i]U=[\Delta,Us_iU]$ gives

$$[H,S_i]=\mathrm{diag}\big(0,[\Delta,Us_iU]\big),\qquad[H,\tilde S_i]=\mathrm{diag}\big([\Sigma,Us_iU],0\big).$$

A constant makes these vanish whatever the shape of the other potential. The converse holds for a potential that is a constant plus a part with an ordinary Fourier transform $\Delta_{\mathbf q}$. From $\sigma_i\sigma_k=2\delta_{ik}-\sigma_k\sigma_i$ follows $\sigma_iU=2\hat p_i-U\sigma_i$, so $Us_iU=\hat p_i\,\boldsymbol\sigma\cdot\hat{\mathbf p}-s_i$. The matrix element of the commutator between $\mathbf p$ and $\mathbf p'$ is then $\Delta_{\mathbf p-\mathbf p'}(\hat p'_i\hat p'_k-\hat p_i\hat p_k)\sigma_k$. The bracket vanishes for all $i,k$ when $\hat{\mathbf p}'=\pm\hat{\mathbf p}$ and not otherwise. Any $\mathbf q\neq0$ is the difference of two non-parallel momenta, so $\Delta_{\mathbf q}=0$. The same argument applies to $\Sigma$.

In a basis of plane waves with an anisotropic, displaced Gaussian potential and constant $C=0.37\,M$, the largest element of $[H,S_i]$ is $4\times10^{-16}M$, rounding error, for $V-S=C$ and $1.4\,M$ for $V+S=C$; the values are exchanged for $\tilde S_i$. The ordinary spin $\mathrm{diag}(s_i,s_i)$ gives $3.3\,M$ in both cases.

The radial equations have given the spin and pseudospin doublets with their node labels, and the generators $S_i$ and $\tilde S_i$ have been shown to obey SU(2) and to be conserved when $\Delta$ or $\Sigma$, respectively, is constant. What remains is to add the orbital generators and build the multiplets, compare the assumptions of the two derivations, and find and test the splitting when the symmetry is broken.
